# Deposition and hopping noise in epitaxial growth: the crossover length

## What goes wrong when events are merely counted

On the warm stepped surface treated below, atoms released by the steps make roughly 3000 hops for each atom that arrives from the vapour. Counting events suggests that hopping makes nearly all the random roughness. At a wavelength of 1000 nm this is wrong by a wide margin: in the model used below, the noise power of deposition is roughly 200 times that of hopping. At 30 nm the order is reversed, and a growth model with deposition noise alone misses most of the noise.

The opposite error is to assign hopping noise to every hop. Fresh atoms may wander far before a step captures them, yet for independent atoms this wandering adds nothing to the noise of the slowly evolving surface. A model that includes it finds a crossover where there may be none.

Two questions therefore matter: how strongly does an event disturb a given wavelength, and which hops count?

## One arrival and one displaced atom

Let $h(\mathbf x)$ be the height in atoms per surface site, measured from its mean, on a periodic surface of $N$ sites. Take a wave along $x$, with wavenumber $q=2\pi/\lambda\neq0$, and define

$$h_q=\sum_{\mathbf x}h(\mathbf x)e^{-iqx},\qquad S(q,t)=\frac{\langle |h_q|^2\rangle}{N}.$$

Suppose that independent events change $h_q$ by amounts $A_k$. Then

$$\Big\langle\Big|\sum_k A_k\Big|^2\Big\rangle=\sum_k\langle|A_k|^2\rangle+\sum_{k\ne l}\langle A_k\rangle\langle A_l^*\rangle .$$

Events occur with equal probability at all positions, so each $\langle A_k\rangle$ contains the average of $e^{-iqx}$ over the surface, which is zero. The second sum vanishes. The noise power $B(q)$, per site and per unit time, is thus the event rate per site times the mean of $|A|^2$.

**Arrival.** Atoms arrive independently at rate $F$ per site. An atom incorporated at $x$ contributes $A=e^{-iqx}$, with $|A|^2=1$. If it first wanders by $\Delta$, then $A=e^{-iq(x+\Delta)}$, and $|A|^2$ is still 1. Wandering changes a phase that was already random. Deposition therefore gives

$$B_{\rm dep}=F$$

at every wavelength, whether or not the fresh atoms diffuse.

**Thermal trip.** A step releases an atom at $x$, and the atom is later captured at $x+\Delta$. One atom disappears from the first place and appears at the second:

$$A=e^{-iqx}\left(e^{-iq\Delta}-1\right),$$

$$|A|^2=(e^{-iq\Delta}-1)(e^{iq\Delta}-1)=2-2\cos q\Delta\simeq q^2\Delta^2 .$$

This is the origin of the square. A trip leaves the number of atoms unchanged, so its amplitude has no term of order $q^0$ and begins at order $q$; its power begins at order $q^2$. A wave much longer than the trip barely registers that the atom has moved. An arrival does change the number of atoms, and no wavelength is long enough to hide that.

## The strength of the hopping noise

Let adatoms diffuse with coefficient $D$ and be captured at rate $1/\tau$, uniformly over the surface. Steps release atoms at rate $\kappa$ per site. Without deposition the adatom density per site obeys $dn/dt=\kappa-n/\tau$, so the thermal density is $n_{\rm eq}=\kappa\tau$.

For a lifetime $T$, the displacement along $x$ is Gaussian with variance $2DT$, hence $\langle e^{-iq\Delta}\rangle_T=e^{-Dq^2T}$. Averaging over the exponential distribution of lifetimes gives

$$\langle e^{-iq\Delta}\rangle=\int_0^\infty\frac{dT}{\tau}e^{-T/\tau-Dq^2T}=\frac{1}{1+D\tau q^2}.$$

With $X=D\tau q^2$, the mean weight of a trip is $2[1-1/(1+X)]=2X/(1+X)$. Multiplication by $\kappa$, and use of $\kappa\tau=n_{\rm eq}$, yields

$$B_{\rm hop}=\frac{2\kappa X}{1+X}=\frac{2Dn_{\rm eq}q^2}{1+D\tau q^2},\qquad B=F+B_{\rm hop}.$$

There are two limits. For $X\ll1$ the hopping noise is $2Dn_{\rm eq}q^2$. For $X\gg1$ it levels off at $2\kappa$: the displacement is then large compared with $1/q$, so the phases at the two ends of a trip are nearly unrelated and the ends act as two independent events, a removal and an addition.

The long-wave limit does not need uniform capture. While an atom is mobile and its hops are unbiased, its mean square displacement along $x$ grows at rate $2D$; after capture it stops growing. Hence $\langle\Delta^2\rangle=2D\langle T\rangle$ for any capture rule of this kind. Since $\kappa\langle T\rangle=n_{\rm eq}$, the product $\kappa q^2\langle\Delta^2\rangle$ is again $2Dn_{\rm eq}q^2$.

A simulation of independent walkers on a square lattice, with 8 hops per mean lifetime, tests these weights. There $q^2$ is replaced by $2(1-\cos q)$, with lengths in sites. At a wavelength of 20 sites the measured trip power is 0.3294 per trip, against 0.3274 from the formula; at 8 sites it is 1.0840 against 1.0790. The arrival power per atom is 1.005, 1.011 and 0.981 at 40, 20 and 8 sites, against the predicted 1. The last value is about two and a half standard errors low and lies within the 4 percent tolerance. Had the hops of arriving atoms counted as additional noise, the value at 8 sites would have been 3.343.

## The crossover length

Setting the two powers equal at $q=q_c$,

$$F=\frac{2Dn_{\rm eq}q_c^2}{1+D\tau q_c^2}
\;\Rightarrow\;
F+FD\tau q_c^2=2Dn_{\rm eq}q_c^2 .$$

Division by $Fq_c^2$ gives, with $\ell_c=1/q_c$,

$$\boxed{\ \ell_c^2=\frac{2Dn_{\rm eq}}{F}-D\tau,\qquad \lambda_c=2\pi\ell_c\ }$$

Deposition dominates for $\lambda>\lambda_c$ and hopping for $\lambda<\lambda_c$. Because $n_{\rm eq}=\kappa\tau$, the same result reads $\ell_c^2=D\tau(2\kappa/F-1)$. In this model a crossover exists only if

$$\kappa>F/2 .$$

Otherwise even the saturated hopping noise $2\kappa$ stays below $F$, and deposition wins at every wavelength.

When $\kappa\gg F$ the term $D\tau$ is small and $\ell_c\simeq\sqrt{2Dn_{\rm eq}/F}$. Hop counting now finds its proper place. On a square lattice of spacing $a$, an adatom with total hop rate $\Gamma$ has $D=\Gamma a^2/4$, so the thermal hop rate per site is $R=\Gamma n_{\rm eq}=4Dn_{\rm eq}/a^2$. Substitution gives

$$\ell_c\simeq a\sqrt{\frac{R}{2F}} .$$

The number of thermal hops per arrival, $R/F$, enters through its square root. Thousands of thermal hops per arrival therefore give an $\ell_c$ of only tens of lattice spacings.

## Why the hops of fresh atoms cancel

Each hop of a fresh atom is a random event, so its disappearance from the slow noise deserves an explicit account. Let $n$ and $s$ now denote the Fourier amplitudes of the adatom density and of the incorporated height. A bump has a raised chemical potential and releases atoms faster. To linear order its release rate changes by $\kappa Gq^2s$, where $G$ is the surface stiffness, expressed for heights in atoms per site, divided by $k_BT$. Then

$$\dot n=-(Dq^2+1/\tau)n+\kappa Gq^2s+\eta_F+\eta_D-\eta_X,$$

$$\dot s=n/\tau-\kappa Gq^2s+\eta_X .$$

Here $\eta_F$ is arrival noise, $\eta_D$ is hop noise and $\eta_X$ is the noise of exchange with steps. The exchange noise has opposite signs in the two equations because an atom lost by one population is gained by the other.

On times much longer than $\tau$, $\dot n$ may be dropped:

$$\frac n\tau=\frac{\kappa Gq^2s+\eta_F+\eta_D-\eta_X}{1+X}.$$

Inserting this in the second equation gives

$$\dot s=-\omega s+\frac{\eta_F+\eta_D+X\eta_X}{1+X},$$

$$\omega=\kappa Gq^2\left(1-\frac1{1+X}\right)=\frac{Dn_{\rm eq}Gq^4}{1+X}.$$

The mean adatom density during growth is $(F+\kappa)\tau$. The three noise powers per site follow:

- Arrivals give $F$.
- Hops give $2D(F+\kappa)\tau q^2=2(F+\kappa)X$. Each adatom hops along $\pm x$ at total rate $2D/a^2$, with weight $q^2a^2$ per hop.
- Exchange gives the capture rate plus the release rate, $(F+\kappa)+\kappa=F+2\kappa$.

The power of the combined noise is therefore

$$B=\frac{F+2(F+\kappa)X+(F+2\kappa)X^2}{(1+X)^2}.$$

Collecting terms in $F$ and $\kappa$,

$$B=\frac{F(1+X)^2+2\kappa X(1+X)}{(1+X)^2}=F+\frac{2\kappa X}{1+X}.$$

This is the earlier result. The hop noise of fresh atoms, $2FX$, is present in the sources. Together with their arrival and capture noise it completes the square $F(1+X)^2$, which the diffusive response of the same atoms then divides out. Keeping the source while discarding the response would leave a spurious term.

## What the surface spectrum shows

Both noises drive the same slow equation, $\dot h_q=-\omega h_q+\eta$, where the few mobile adatoms are neglected in $h$. Damping reduces $|h_q|^2$ at rate $2\omega$, and white noise adds $B$ per site and unit time:

$$\frac{dS}{dt}=-2\omega S+B .$$

For an initially flat surface,

$$S(q,t)=B(q)\,\frac{1-e^{-2\omega t}}{2\omega}.$$

The last factor is common to both sources. Once $t\gg\tau$, their ratio, and with it $\ell_c$, is therefore independent of time and of the damping rate. An additional linear smoothing mechanism changes the spectrum but not the crossover, provided that it leaves the noise unchanged.

At early times, with $t\gg\tau$ but still $\omega t\ll1$, the spectrum is $S\simeq Bt$. It is flat well below $q_c$ and rises above it, approaching $q^2$ where hopping dominates and $X\ll1$. At late times, with the capillary damping derived above,

$$S=\frac{F+B_{\rm hop}}{2\omega}=\frac{F(1+X)}{2Dn_{\rm eq}Gq^4}+\frac1{Gq^2}.$$

The second term is the thermal equilibrium spectrum, in which $D$ and $n_{\rm eq}$ have cancelled. The first is the excess due to growth. For $X\ll1$ the late spectrum thus steepens from $q^{-2}$ to $q^{-4}$ as the wavelength increases through $\lambda_c$.

The covariance of the full two-field equations was computed as a test, with $D=1$, $\tau=10$, $n_{\rm eq}=10^{-3}$, $F=2\times10^{-5}$ and $G=3$ in lattice units. For four wavenumbers from 0.05 to 0.5, in the steady state and at $t=1/(2\omega)$, with and without an extra damping $10^{-4}q^2$, the slow formulas deviate from it by at most $1.7\times10^{-4}$ in relative terms. The crossover formula gives $\ell_c=\sqrt{100-10}=9.487$ sites, and the direct calculation gives 9.487 sites.

## How large: stepped aluminium at 500 K

Consider step-flow growth on a vicinal aluminium (001) surface, with waves running across the steps. Real adatoms on this face may also move by changing places with surface atoms, so the energies used here are illustrative rather than measured: a hop barrier of 0.50 eV, 0.60 eV to form an adatom from a step, and an attempt rate of $10^{13}$ s$^{-1}$ in each of the four hop directions, so that $D=\Gamma a^2/4$ is $a^2$ times the hop rate in one direction. The site spacing is $a=0.2864$ nm, the flux 0.10 monolayer/s and the terrace width $w=5.0$ nm.

At 500 K, $k_BT=0.04309$ eV, and

$$D=10^{13}(0.2864)^2e^{-0.50/0.04309}=7.48\times10^6\ {\rm nm^2/s},$$

$$n_{\rm eq}=e^{-0.60/0.04309}=8.96\times10^{-7}.$$

Their product is 6.705 nm²/s. The leading crossover length is

$$\ell_c\simeq\sqrt{\frac{2(6.705)}{0.10}}=\sqrt{134.1}=11.58\ {\rm nm}.$$

For $D\tau$, use the mean time $T(x)$ to reach a step from a point on the terrace. It satisfies $DT''=-1$ with $T(0)=T(w)=0$, so $T=x(w-x)/(2D)$. Its average over the terrace is $w^2/(12D)$, giving $D\tau=25/12=2.083$ nm². Then

$$\ell_c=\sqrt{134.1-2.083}=11.49\ {\rm nm},\qquad \lambda_c=72\ {\rm nm}.$$

The finite trip length shortens $\ell_c$ by 0.8 percent. Uniform capture is a rough picture of discrete steps, but at 500 K it affects only this small correction. The crossover wavelength spans about 14 terraces, so treating the surface as continuous is reasonable.

The ratio of deposition to hopping noise is 0.19 at 30 nm, 1.9 at 100 nm, 17 at 300 nm and 189 at 1000 nm. Between the last two wavelengths it grows by a factor of 11, as the square of $1000/300$ requires.

Temperature acts strongly because $Dn_{\rm eq}$ carries the sum of both energies, 1.10 eV. With flux and terrace width fixed, $\lambda_c$ is 232 nm at 550 K and 15 nm at 450 K. The latter is only three terrace widths and should be read as an estimate. Below about 430 K the model has no crossover. At that threshold $\kappa=F/2$, so the density of deposited adatoms, $F\tau$, is twice the thermal density. As the threshold is approached, $\lambda_c$ shrinks below the terrace width, where neither uniform capture nor a continuous surface is a fair description. The threshold therefore marks the edge of the model rather than a sharp physical transition, and its temperature is only a rough estimate.

## How far to trust the number

Two settings are chosen to favour the model. One is the temperature: near room temperature these parameters give no crossover. The other is the terrace width: 5 nm implies a miscut of about 2 degrees, and a smaller miscut gives wider terraces. For $w=50$ nm at 500 K, $D\tau$ rises a hundredfold to 208 nm², above the 134 nm² available, and the crossover disappears in this model. The supersaturation $F\tau/n_{\rm eq}$ rises from 0.03 to about 3, so islands can no longer be neglected without a separate check.

For waves across the steps the energies are a large uncertainty. An error of 0.1 eV in their sum changes the leading $\ell_c$ by a factor of 3.2 at 500 K. The real error can be larger: calculations favour exchange with surface atoms on Al(001), with a barrier below the 0.50 eV used here, and a sum of 0.90 eV would already give $\lambda_c\approx740$ nm. The 72 nm belongs to the chosen energies, not to aluminium as such. The example also assumes that atoms join a step without an extra barrier. Such a barrier reduces the number of trips from one step to the next. If it has height $E_b$ and stands on one side of each step, it acts like an extra length $a(e^{E_b/k_BT}-1)$ of terrace in series with $w$. For long waves the product $Dn_{\rm eq}$ is then multiplied by $w/[w+a(e^{E_b/k_BT}-1)]$. A barrier of 0.1 eV would shorten $\lambda_c$ by about a fifth, and one of 0.2 eV by more than half. Evaporation is irrelevant: with a rough energy of 3.4 eV its rate is about $5\times10^{-21}$ of the flux.

Another omission concerns direction. Atoms hopping along a step edge move no material across the steps, but they add conserved noise for waves running along them. Let edge atoms have a combined formation and hop energy of roughly 0.60 eV, and let a fraction $a/w$ of sites lie on edges. The edge contribution to be added to $Dn_{\rm eq}$ is

$$10^{13}a^2\frac aw e^{-0.60/0.04309}\approx4.2\times10^4\ {\rm nm^2/s}.$$

The leading crossover length along the steps becomes about 920 nm, and the wavelength 5.8 µm, some 80 times the value across them. These figures inherit the exponential uncertainty of the edge energy. They show that a single isotropic crossover length can be badly wrong on a stepped surface.

## What to do about it

**In a continuum simulation,** give deposition noise the power $F$, and conserved noise the power $2Dn_{\rm eq}q^2$, with the thermal adatom density and not the total density during growth. This holds for times much longer than $\tau$ and for $D\tau q^2\ll1$. Conserved noise may be dropped if all wavelengths of interest are well above $\lambda_c$: at $\lambda=4\lambda_c$ it is about one sixteenth of the deposition noise when $D\tau\ll\ell_c^2$, and a larger fraction otherwise.

**In a measured spectrum,** look for the crossover separately along and across the steps. A late-time change of slope from $q^{-2}$ to $q^{-4}$ is evidence for it if capillary smoothing through adatom diffusion dominates and growth has lasted much longer than $1/(2\omega)$ on both sides of $\lambda_c$. This is a severe condition, because that time grows as $\lambda^4$ while $X\ll1$. In the example across the steps, an assumed $G=0.5$ nm² gives about three quarters of an hour at 72 nm but about nine days at 300 nm. This $G$ corresponds to a stiffness of roughly 1 J/m², the size of an ordinary surface tension. Across the steps the stiffness comes from the repulsion between steps and can be much smaller; the times then lengthen as $1/G$. In a shorter run the long waves still show the flat early spectrum. Another damping law can change these slopes. If it is thermal, it also brings noise of its own: the equilibrium slope stays at $q^{-2}$, but the wavelength at which deposition and thermal noise are equal can move.

Growth itself can supply such a damping across the steps. Suppose that atoms meet a small extra barrier when they step down, equivalent to an extra terrace length $b=a(e^{E_b/k_BT}-1)$. Of the fresh atoms on a terrace, the share joining the step at its upper end then exceeds the share joining the step at its lower end by $b/(w+b)$. The excess flux to the upper step is $Fwb/(w+b)$, and it grows with the terrace width at the rate $Fb^2/(w+b)^2$. Wide terraces therefore shrink, and a wave decays at the additional rate $F\,b^2(1-\cos qw)/(w+b)^2$. In the example with $G=0.5$ nm², a barrier of 0.01 eV leaves this rate below the capillary one at 300 nm, but a barrier of 0.05 eV makes it roughly ten times larger. For a barrier of about that size the late spectrum stays close to $q^{-2}$ on both sides of $\lambda_c$, so the absence of a change of slope does not rule out a crossover.

**In choosing growth conditions,** a lower flux moves the crossover to longer wavelengths, as $F^{-1/2}$ at fixed temperature and terrace width when $\kappa\gg F$. In the example, a tenfold higher flux gives $\ell_c=\sqrt{13.41-2.08}=3.4$ nm and shortens $\lambda_c$ from 72 to about 21 nm. Such a shift tells which noise source dominates; it does not by itself tell whether the surface is smoother, since the roughness also depends on damping and growth time.

These rules require linear response, independent atoms and steps that capture atoms without an extra barrier. Island nucleation, strong adatom interactions or slopes large enough for nonlinear growth call for a different model. The numerical output below gives the main values used here; the others follow from them by the formulas above.

## Calculated quantities

```
SIMULATION: noise power per event (dimensionless)
mean hops per adatom life: 8
wavelength 40 sites: arrival 1.005, trip 0.0935, trip formula 0.0939, all-hops arrival count 1.098
wavelength 20 sites: arrival 1.011, trip 0.3294, trip formula 0.3274, all-hops arrival count 1.392
wavelength 8 sites: arrival 0.981, trip 1.0840, trip formula 1.0790, all-hops arrival count 3.343
mean square x displacement: 3.991 sites^2 (2 D tau = 4.000)
trip power ratio when q doubles: 3.9901
TWO-FIELD TEST (lattice units)
D 1, tau 10, n_eq 0.001, F 2e-05, G 3
largest relative error of slow spectrum: 1.7e-04
crossover 1/q: direct 9.487, formula 9.487 sites
ALUMINIUM-LIKE EXAMPLE (rough parameters)
temperature: 500 K; kT: 0.04309 eV
flux: 0.10 monolayer/s; terrace width: 5.0 nm
cubic cell: 0.405 nm; site spacing: 0.2864 nm
attempt rate: 1e+13 1/s
hop barrier: 0.50 eV; formation energy: 0.60 eV
diffusion coefficient D: 7.483e+06 nm^2/s
thermal adatom density: 8.959e-07 per site
product D n_eq: 6.705 nm^2/s
thermal hop rate: 327.0 per site and s
thermal hops per arriving atom: 3270
D tau: 2.083 nm^2; lifetime tau: 2.784e-07 s
release rate over flux: 32.18
crossover length, leading form: 11.58 nm
crossover length, with D tau: 11.49 nm
crossover wavelength, with D tau: 72.2 nm
wavelength 30 nm: hopping noise 5.389e-01 1/s, deposition/hopping 0.186
wavelength 100 nm: hopping noise 5.250e-02 1/s, deposition/hopping 1.905
wavelength 300 nm: hopping noise 5.876e-03 1/s, deposition/hopping 17.017
wavelength 1000 nm: hopping noise 5.293e-04 1/s, deposition/hopping 188.920
crossover wavelength at 450 K: 15.1 nm
crossover wavelength at 550 K: 232.0 nm
no crossover in the model below: 430 K
NEGLECTED OR UNCERTAIN EFFECTS
finite trips shorten the length by: 0.78 percent
supersaturation F tau / n_eq: 0.0311
evaporation energy: 3.4 eV; evaporation/flux: 5.4e-21
length factor for 0.1 eV energy error: 3.19
edge formation plus hop energy: 0.60 eV
crossover length along steps with edge hops: 918 nm
crossover wavelength along steps: 5765 nm
```
